# The Overdamped Committor at a Parabolic Barrier and Its Corrections, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a flat barrier top to the error function

### What goes wrong without the result

A calculated path for a ligand leaving a metal precursor has a highest point, and a nearby structure is proposed as the transition state. To check it, one starts many trajectories there and counts how many end as products. Suppose that 81 of 100 do. Is the structure badly wrong, slightly wrong, or is the path itself at fault?

The energy gives little help. For a barrier with curvature $0.5$ eV/Å$^2$, a displacement of $0.2$ Å from the top lowers the energy by $\tfrac12(0.5)(0.2)^2=0.010$ eV. At 300 K the thermal energy is $0.0259$ eV, so this loss is less than half of it. Yet the displacement is enough to turn an even chance into 81 in 100. To read such a count one needs the probability of reaching the product as a function of position. This probability is the committor, $q(x)$.

### The motion and its averages

Let $x$ measure progress along the path, with the reactant at negative $x$, the product at positive $x$ and the barrier top at $x=0$. The free energy along $x$ is $V(x)$. The algebra is in atomic units, with temperature entering through the energy $k_BT$; numbers are in eV and Å.

In a viscous liquid, the velocity of a molecule is forgotten quickly. If it is forgotten before $x$ has changed appreciably, the friction force $\zeta\dot x$ balances the mean force $-V'$ and the random force of the solvent. With constant friction coefficient $\zeta$, the step in a short time $\Delta t$ is

$$\Delta x=-\frac{D}{k_BT}V'(x)\,\Delta t+\sqrt{2D\,\Delta t}\;\xi,\qquad D=\frac{k_BT}{\zeta}.$$

Here $\xi$ is a fresh Gaussian number of zero mean and unit variance, and a prime means $d/dx$. This is overdamped Langevin motion. The relation between $D$ and $\zeta$ makes the Boltzmann distribution stationary. The first two moments of the step are

$$\langle\Delta x\rangle=-\frac{D}{k_BT}V'\Delta t,\qquad \langle\Delta x^2\rangle=2D\,\Delta t+O(\Delta t^2).$$

The square of the drift is of order $\Delta t^2$, which is why it does not enter the leading term of the second moment.

### The equation for the committor

Place a reactant border at $x=-a$ and a product border at $x=b$, with $a,b>0$. The committor $q(x)$ is the probability that a path started at $x$ touches $b$ before $-a$. Hence $q(-a)=0$ and $q(b)=1$.

The motion has no memory. After one short step, the chance of success is therefore the committor of the new position, and averaging over steps must return the old value:

$$q(x)=\langle q(x+\Delta x)\rangle .$$

For an interior point, the chance of touching a border during $\Delta t$ vanishes faster than any power of $\Delta t$, so it does not disturb this balance. Expanding the right side gives

$$q(x)=q(x)+q'(x)\langle\Delta x\rangle+\tfrac12q''(x)\langle\Delta x^2\rangle+O(\Delta t^2).$$

Cancelling $q(x)$, inserting the moments, dividing by $\Delta t$ and letting $\Delta t\to0$ leaves

$$D\,q''-\frac{D}{k_BT}V'q'=0. \tag{1}$$

This is the backward equation. The argument assumed that $q$ is smooth, but it can be turned round. Let $f$ be a smooth solution of (1) with $f(-a)=0$ and $f(b)=1$. By the same expansion, the mean of $f$ along a path does not change until the path touches a border. Every path in a finite interval does so sooner or later, because in each fixed stretch of time the chance of leaving is bounded below by a positive number. The starting value $f(x)$ therefore equals the mean final value, which is $1$ times the probability of ending at $b$. So $f$ is the committor.

Since $D$ is constant, it divides out of (1). Friction sets how long the decision takes, but it does not alter the odds.

### The simplest case: a flat top

If $V'=0$ between the borders, (1) becomes $q''=0$. The straight line that satisfies both border conditions is

$$q(x)=\frac{x+a}{a+b}. \tag{2}$$

The midpoint between the borders has $q=\tfrac12$. The point $x=0$ has this value if $a=b$. On a flat top, then, the committor reports where the borders were drawn. A curved top must supply a length of its own before $q$ can describe the barrier.

### The parabola with finite borders

Near a smooth maximum take

$$V(x)=V_b-\tfrac12kx^2,\qquad k>0,\qquad V'=-kx .$$

The minus sign of the slope meets the minus sign in (1), so that

$$q''+\frac{k}{k_BT}\,x\,q'=0 .$$

Define the thermal width

$$\sigma=\sqrt{\frac{k_BT}{k}} .$$

At $x=\sigma$ the free energy lies $\tfrac12k_BT$ below the top. The equation is first order in $q'$:

$$\frac{q''}{q'}=-\frac{x}{\sigma^2}\quad\Longrightarrow\quad \ln q'=-\frac{x^2}{2\sigma^2}+\text{constant}\quad\Longrightarrow\quad q'=C\,e^{-x^2/2\sigma^2}.$$

Integrate from the reactant border, where $q=0$:

$$q(x)=C\int_{-a}^{x}e^{-y^2/2\sigma^2}\,dy .$$

The error function is $\operatorname{erf}(z)=(2/\sqrt\pi)\int_0^ze^{-t^2}dt$. With $y=\sigma\sqrt2\,t$, the integral equals $\sigma\sqrt{\pi/2}\,[\operatorname{erf}(x/\sigma\sqrt2)+\operatorname{erf}(a/\sigma\sqrt2)]$. The plus sign arises because erf is odd and the lower limit is $-a$. The condition $q(b)=1$ fixes $C$, and the common factor cancels:

$$q(x)=\frac{\operatorname{erf}(x/\sigma\sqrt2)+\operatorname{erf}(a/\sigma\sqrt2)}{\operatorname{erf}(b/\sigma\sqrt2)+\operatorname{erf}(a/\sigma\sqrt2)} . \tag{3}$$

Three limits test this formula.

First, let both borders lie well inside the thermal width. For small $z$, $\operatorname{erf}(z)\approx2z/\sqrt\pi$, and (3) becomes $(x+a)/(b+a)$, which is the flat result (2).

Second, let $a=b$. At $x=0$ the numerator is half the denominator, and $q(0)=\tfrac12$ for any border distance.

Third, let $a$ and $b$ be much larger than $\sigma$. Both border terms tend to 1, and

$$q(x)=\frac12\left[1+\operatorname{erf}\!\left(\frac{x}{\sigma\sqrt2}\right)\right],\qquad q(0)=\frac12 . \tag{4}$$

This is the committor of the parabolic barrier. The value one half at the top therefore requires either symmetric borders or distant ones. For distant but unequal borders, write $\operatorname{erf}=1-\operatorname{erfc}$ in (3). To first order in the small quantities erfc,

$$q(0)-\tfrac12\approx\tfrac14\left[\operatorname{erfc}(b/\sigma\sqrt2)-\operatorname{erfc}(a/\sigma\sqrt2)\right].$$

The error falls off as fast as a Gaussian tail once the borders are a few widths away.

### The same result from the paths

Equation (4) can also be found without a differential equation for $q$. On the unbounded parabola, the motion is

$$dx=\frac{x}{\tau}\,dt+\sqrt{2D}\,dW,\qquad \tau=\frac{\zeta}{k},$$

where $dW$ is Gaussian noise of variance $dt$. Multiplying by $e^{-t/\tau}$ removes the drift, since $d(e^{-t/\tau}x)=e^{-t/\tau}\sqrt{2D}\,dW$. Thus

$$x(t)=e^{t/\tau}\left[x_0+\sqrt{2D}\int_0^te^{-s/\tau}dW_s\right].$$

The factor in front grows without changing sign. The bracket settles to a Gaussian number with mean $x_0$ and variance

$$2D\int_0^\infty e^{-2s/\tau}ds=D\tau=\frac{k_BT}{\zeta}\,\frac{\zeta}{k}=\sigma^2 .$$

The path goes to the product side if this number is positive. Let $\Phi(z)=\tfrac12[1+\operatorname{erf}(z/\sqrt2)]$ be the probability that a standard Gaussian number is less than $z$. By symmetry, the number in the bracket is positive with probability $\Phi(x_0/\sigma)$, which is (4).

This derivation shows what decides the outcome. Kicks received in the first few $\tau$ count, while later ones are suppressed by $e^{-s/\tau}$. At the top the noise has no preferred sign, so the odds are even. At $x_0=\sigma$ the initial lead equals the typical total effect of the noise.

A simulation tests the result from the definition of the committor. With borders at $\pm4\sigma$ and time steps of $0.005\,\tau$, 20000 paths were started from each of two points. From the top, the fraction reaching the product was $0.5004$. From $x=\sigma/2$ it was $0.6861$, where (4) gives $0.6915$. The standard error there is $\sqrt{0.69\times0.31/20000}=0.0033$, so the difference of $0.0054$ is about 1.6 standard errors.

### Numbers for a barrier in solution

Consider a solvent molecule leaving a metal alkoxide in propan-2-ol, a step relevant to solutions from which oxide films are deposited. Take 300 K and the round model curvature $k=0.5$ eV/Å$^2$. Then

$$\sigma=\sqrt{\frac{0.02585}{0.50}}\ \text{Å}=0.227\ \text{Å},$$

or $0.430$ bohr. Differentiating (4) at the top gives the slope

$$q'(0)=\frac{1}{\sigma\sqrt{2\pi}}=\frac{1}{0.2274\times2.507}=1.75\ \text{Å}^{-1}.$$

Near the top, each $0.01$ Å therefore changes the committor by about $0.018$. The value $q=0.9$ is reached at $x=0.291$ Å, and the region from $0.1$ to $0.9$ is $0.583$ Å wide.

The energy drop at the ends of this region does not depend on the curvature. If $\Phi(z)=0.9$, then $x=z\sigma$ and

$$V_b-V=\tfrac12kz^2\sigma^2=\tfrac12z^2k_BT=0.82\,k_BT .$$

For this example it is $0.021$ eV. A structure less than one $k_BT$ below the top can thus be largely committed to one side. An energy criterion with a tolerance of $k_BT$ does not locate the half-committor point well.

The counting error can be turned into a position error. Near the top, $N$ independent trajectories give $q$ with standard error $1/(2\sqrt N)$. Dividing by the slope gives

$$\delta x=\frac{\sigma\sqrt{2\pi}}{2\sqrt N}.$$

With $N=100$ this is $0.05/1.75=0.029$ Å. The count of 81 in the opening corresponds to a displacement near $0.2$ Å, for which (4) gives $0.8105$. The proposed structure is misplaced by roughly one thermal width, provided that the barrier is parabolic, the friction is uniform, the borders are distant and $x$ is measured along the right coordinate.

If the friction is uniform, counts at several positions can test the parabolic shape, but not the choice of coordinate: the section on memory shows that averaged counts can follow (4) even along a poor coordinate. If (4) holds, a plot of $\Phi^{-1}(q)$ against $x$ is a straight line through the top with slope $1/\sigma$. For uniform friction, the curvature then follows as $k=k_BT\,(\text{slope})^2$ and can be compared with the curvature of the free energy. Friction that varies along $x$ can change the slope.

Borders drawn too near the top spoil this reading. Put them at $-0.3$ and $0.6$ Å. Since $\sigma\sqrt2=0.3216$ Å, the arguments in (3) are $0.933$ and $1.866$, and

$$q(0)=\frac{0.813}{0.813+0.992}=0.450 .$$

The top has not moved. Some paths that had touched the near reactant border would later have returned and reached the product, but they have been counted as failures. A finite-difference solution of (1) with these borders agrees with (3) to within $2\times10^{-5}$ in $q$ at every grid point.

At fixed $k$, heating widens the region in proportion to $\sqrt T$. At 350 K, $\sigma=0.246$ Å, an increase of 8 per cent. In the opposite limit, $T\to0$, the width vanishes and $q$ becomes a step at the top: with no noise, each side rolls down its own slope.

Equation (4) also needs a barrier high enough to contain the region that matters. Three widths from the top, the parabola has fallen by $\tfrac12(3^2)k_BT=4.5\,k_BT$. A barrier of only one or two $k_BT$ has no such region, and its committor depends appreciably on the wells and borders as well as on the curvature.

## Second half: skewness, uneven friction, inertia and memory

### Results carried over

The coordinate $x$ is zero at the barrier top and positive towards the product. The barrier has downward curvature $k$, the thermal width is $\sigma=\sqrt{k_BT/k}$, and $\Phi(z)=\tfrac12[1+\operatorname{erf}(z/\sqrt2)]$. For constant friction $\zeta$, diffusion constant $D=k_BT/\zeta$ and distant borders, the overdamped committor is

$$q(x)=\Phi(x/\sigma),\qquad q(0)=\tfrac12,\qquad q'(0)=\frac{1}{\sigma\sqrt{2\pi}} .$$

At 300 K and $k=0.5$ eV/Å$^2$, $\sigma=0.227$ Å. The assumptions are now relaxed one at a time.

### A general profile and a varying diffusion constant

If $D$ depends on $x$, the mean step must contain an extra drift $D'\Delta t$, with the noise evaluated at the start of the step. To see why, write the probability current for a density $p$:

$$J=\left(D'-\frac{D}{k_BT}V'\right)p-(Dp)'=-\frac{D}{k_BT}V'p-Dp' .$$

For $p\propto e^{-V/k_BT}$, $p'=-V'p/k_BT$ and the current vanishes, as equilibrium demands. Without the extra drift it would not. Averaging $q$ over one step, as for constant $D$, now gives

$$Dq''+\left(D'-\frac{D}{k_BT}V'\right)q'=0 .$$

Multiplication by $e^{-V/k_BT}$ makes the left side a single derivative:

$$\left(D\,e^{-V/k_BT}q'\right)'=0,\qquad q'(x)\propto\frac{e^{V(x)/k_BT}}{D(x)} . \tag{5}$$

If $V$ and $D$ are even and the borders symmetric, $q'$ is even and $q(0)=\tfrac12$. The parabolic shape is not needed for the value one half. If $D$ is constant, it is needed for the error function.

For overdamped motion on a parabolic barrier with constant friction and distant borders, the committor is an error function whose width is set by temperature and curvature, and equation (5) extends the description to any profile and to friction that varies along the path. It remains to work out what skewness and uneven friction do to the committor, and to see whether inertia and solvent memory change it.
